# Fluorite's checkerboard X-point mode gives the tetragonal P4_2/nmc structure: a program that tests the result

```python
"""
Result under test: in fluorite MO2 (cubic edge a), rigid oxygen columns
displaced along z in a checkerboard, u_z = d*(-1)**(i+j), 0 < |d| < a/4,
double the primitive cell and give the space group P4_2/nmc.
Oxygen sites: a*(1/4+i/2, 1/4+j/2, 1/4+k/2); cations: fcc points.
Positions are in units of a; delta = d/a. An operation {R|t} maps r to R r + t.
tau = (1/2,0,1/2) is the fcc translation that reverses the pattern.
Symmetries are found by brute force from atomic positions.
"""
import itertools
import numpy as np

a_bohr, d_bohr = 10.0, 0.5
delta = d_bohr / a_bohr
cations = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
ijk = np.array(list(itertools.product((0, 1), repeat=3)))
oxygens = 0.25 + 0.5 * ijk
tau = np.array([.5, 0, .5])
signs = {"checkerboard": (-1.0) ** (ijk[:, 0] + ijk[:, 1]),
         "stripes": (-1.0) ** ijk[:, 0],
         "planes": (-1.0) ** ijk[:, 2]}

rotations = []
for perm in itertools.permutations(range(3)):
    for sg in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3))
        R[range(3), perm] = sg
        rotations.append(R)


def displaced(name, amount):
    pos = oxygens.copy()
    pos[:, 2] += amount * signs[name]
    return pos


def coincide(first, second):
    """Boolean table: which points agree modulo the cubic lattice."""
    diff = first[:, None] - second[None]
    diff -= np.rint(diff)
    return (np.abs(diff) < 1e-8).all(axis=2)


def symmetries(oxy):
    """All {R|t}, modulo cubic-cell translations, preserving the crystal."""
    found = []
    for R in rotations:
        for t in cations:  # the cation at the origin must reach a cation
            if (coincide(cations @ R.T + t, cations).any(1).all()
                    and coincide(oxy @ R.T + t, oxy).any(1).all()):
                found.append((R, t))
    return found


def n_translations(ops):
    return sum(np.allclose(R, np.eye(3)) for R, t in ops)


def contains(ops, R, t):
    return any(np.allclose(R, S) and np.allclose(t, s) for S, s in ops)


oxy_t = displaced("checkerboard", delta)
cubic_ops = symmetries(oxygens)
tet_ops = symmetries(oxy_t)
nc, nt = n_translations(cubic_ops), n_translations(tet_ops)
assert len(cubic_ops) == 192 and nc == 4
assert len(tet_ops) == 32 and nt == 2
vol_c, vol_t = a_bohr**3 / nc, a_bohr**3 / nt

# Sign rule for the displacement field, and its prediction of the full group
field = np.zeros((8, 3))
field[:, 2] = signs["checkerboard"]
for R, t in cubic_ops:
    target = coincide(oxygens @ R.T + t, oxygens).argmax(axis=1)
    moved = np.zeros_like(field)
    moved[target] = field @ R.T
    overlap = np.sum(moved * field) / np.sum(field**2)
    keeps_z = abs(R[2, 2]) == 1
    chi = np.prod(R[R != 0])
    rule = chi * np.cos(2 * np.pi * t[2]) if keeps_z else 0.0
    assert abs(overlap - rule) < 1e-12
    assert contains(tet_ops, R, t) == (rule > 0.5)
for amount in (0.01, 0.12, 0.2, 0.24, -0.07):
    other = symmetries(displaced("checkerboard", amount))
    assert len(other) == 32
    assert all(contains(tet_ops, R, t) for R, t in other)
assert coincide(oxy_t + tau, displaced("checkerboard", -delta)).any(1).all()

# Group generated by a 4_2 screw, a mirror m and inversion, tetragonal axes
def key(W, w):
    quarters = 4 * np.asarray(w)
    assert np.allclose(quarters, np.rint(quarters))
    return (tuple(np.rint(W).astype(int).ravel()),
            tuple(np.rint(quarters).astype(int) % 4))


generators = [
    (np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]]), np.array([.5, 0, .5])),
    (np.diag([-1, 1, 1]), np.array([.5, 0, 0])),
    (-np.eye(3), np.zeros(3))]
reference = {key(np.eye(3), np.zeros(3)): (np.eye(3), np.zeros(3))}
queue = list(reference.values())
while queue:
    W, w = queue.pop()
    for G, g in generators:
        new = (G @ W, (G @ w + g) % 1)
        if key(*new) not in reference:
            reference[key(*new)] = new
            queue.append(new)
n_glide = key(np.diag([1, 1, -1]), [.5, .5, 0])
c_glide = key(np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]]), [0, 0, .5])
assert n_glide in reference and c_glide in reference

axes = np.array([[.5, -.5, 0], [.5, .5, 0], [0, 0, 1]])  # columns A, B, C
inv_axes = np.linalg.inv(axes)
origin = np.array([.25, 0, .25])
found_keys = {key(inv_axes @ R @ axes, inv_axes @ (t + R @ origin - origin))
              for R, t in tet_ops}
assert len(reference) == 16 and found_keys == set(reference)

# Intrinsic (screw or glide) translations, in tetragonal components
named = {
    "fourfold about z": (np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1.]]), tau, 4),
    "mirror normal to z": (np.diag([1., 1, -1]), tau, 2),
    "mirror normal to A": (np.array([[0, -1, 0], [-1, 0, 0], [0, 0, 1.]]),
                           np.zeros(3), 2),
    "mirror normal to cubic x": (np.diag([-1., 1, 1]), tau, 2)}
intrinsic = {}
for name, (R, t, order) in named.items():
    assert contains(tet_ops, R, t)
    total = sum(np.linalg.matrix_power(R, n) @ t for n in range(order))
    intrinsic[name] = inv_axes @ total / order
expected = ([0, 0, .5], [.5, -.5, 0], [0, 0, 0], [0, 0, .5])
for value, want in zip(intrinsic.values(), expected):
    assert np.allclose(value, want)

# Atomic coordinates in the standard tetragonal cell
def tetragonal_coordinates(pos):
    q = np.round(((pos - origin) @ inv_axes.T) % 1, 10) % 1
    return np.unique(q, axis=0)


cat_t = tetragonal_coordinates(cations)
ox_t = tetragonal_coordinates(oxy_t)
z = delta
cat_formula = np.array([[.75, .25, .75], [.25, .75, .25]])
ox_formula = np.array([[.25, .25, z], [.25, .25, z + .5],
                       [.75, .75, -z], [.75, .75, .5 - z]])
assert len(cat_t) == 2 and len(ox_t) == 4
assert coincide(cat_t, cat_formula).any(1).all()
assert coincide(ox_t, ox_formula).any(1).all()

# Other patterns and the special amplitude
stripe_ops = symmetries(displaced("stripes", delta))
plane_ops = symmetries(displaced("planes", delta))
special_ops = symmetries(displaced("checkerboard", 0.25))
C4 = named["fourfold about z"][0]
assert len(stripe_ops) == 16 and n_translations(stripe_ops) == 2
assert len(plane_ops) == 32 and n_translations(plane_ops) == 2
assert contains(plane_ops, C4, np.zeros(3))
assert not contains(plane_ops, C4, tau)
assert not contains(tet_ops, C4, np.zeros(3))
assert len(special_ops) == 64 and n_translations(special_ops) == 4

# Numbers of invariant atomic displacements and invariant strains
def invariant_counts(ops, oxy):
    atoms, strains = 0.0, 0.0
    for R, t in ops:
        fixed = (np.trace(coincide(cations @ R.T + t, cations).astype(int))
                 + np.trace(coincide(oxy @ R.T + t, oxy).astype(int)))
        atoms += fixed * np.trace(R)
        strains += (np.trace(R)**2 + np.trace(R @ R)) / 2
    return atoms / len(ops), strains / len(ops)


free_c = invariant_counts(cubic_ops, oxygens)
free_t = invariant_counts(tet_ops, oxy_t)
assert np.allclose(free_c, (0, 1)) and np.allclose(free_t, (1, 2))

# Spring model: the pattern must be an eigenvector of the force constants
all_sites = np.vstack([cations, oxygens])
species = "M" * 4 + "O" * 8
images = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
springs = {("MO", 3 / 16): 1.0, ("OO", 1 / 4): 0.7,
           ("OO", 1 / 2): 0.3, ("MM", 1 / 2): 0.4}
hessian = np.zeros((36, 36))
for p in range(12):
    for q in range(12):
        pair = "".join(sorted(species[p] + species[q]))
        for image in images:
            bond = all_sites[q] + image - all_sites[p]
            length2 = bond @ bond
            for (kind, l2), stiffness in springs.items():
                if kind == pair and abs(length2 - l2) < 1e-9:
                    block = stiffness * np.outer(bond, bond) / length2
                    hessian[3*p:3*p+3, 3*p:3*p+3] += block
                    hessian[3*p:3*p+3, 3*q:3*q+3] -= block
mode = np.concatenate([np.zeros(12), field.ravel()])
curvature = mode @ hessian @ mode / (mode @ mode)
assert np.allclose(hessian, hessian.T)
assert np.allclose(hessian @ mode, curvature * mode, atol=1e-12)
assert abs(curvature - (4 * 1.0 / 3 + 8 * 0.3)) < 1e-12

# Bond lengths around every cation
for cation in cations:
    vectors = (oxy_t[:, None] + images[None] - cation).reshape(-1, 3)
    bonds = np.sort(a_bohr * np.linalg.norm(vectors, axis=1))[:8]
    short = np.sqrt(a_bohr**2 / 8 + (a_bohr / 4 - d_bohr)**2)
    long = np.sqrt(a_bohr**2 / 8 + (a_bohr / 4 + d_bohr)**2)
    assert np.allclose(bonds, [short] * 4 + [long] * 4)
bond_cubic = a_bohr * np.linalg.norm(oxygens[0])

# Superlattice reflections, unit scatterers, summed over the cubic cell
def amplitude(hkl, pos):
    return np.exp(2j * np.pi * pos @ np.array(hkl)).sum()


for h, k, l in itertools.product(range(-4, 5), repeat=3):
    if (h + k) % 2 == 0 and (h + l) % 2 == 1:
        formula = 0
        if h % 2 == 1:
            formula = (8j * np.exp(0.5j * np.pi * (h + k + l))
                       * np.sin(2 * np.pi * l * delta))
        assert abs(amplitude((h, k, l), oxy_t) - formula) < 1e-10
        assert abs(amplitude((h, k, l), cations)) < 1e-10
        assert abs(amplitude((h, k, l), oxygens)) < 1e-10


def show(vector):
    return "(" + ", ".join(f"{x + 0.0:.3f}" for x in vector) + ")"


print(f"cubic edge a = {a_bohr:.3f} bohr")
print(f"column displacement d = {d_bohr:.3f} bohr; d/a = {delta:.3f}")
print(f"primitive volume, fluorite = {vol_c:.1f} bohr^3")
print(f"primitive volume, displaced = {vol_t:.1f} bohr^3")
print(f"volume ratio = {vol_t / vol_c:.1f}")
print(f"tetragonal edge a_t = {a_bohr*np.linalg.norm(axes[:, 0]):.4f} bohr")
print(f"tetragonal edge c = {a_bohr*np.linalg.norm(axes[:, 2]):.4f} bohr")
print(f"operations per cubic cell, fluorite = {len(cubic_ops)}")
print(f"operations per cubic cell, displaced = {len(tet_ops)}")
print(f"operations modulo tetragonal lattice = {len(found_keys)}")
site_order = sum(np.allclose(t, 0) for R, t in tet_ops)
print(f"operations fixing the cation at the cubic origin = {site_order}")
print("intrinsic translations in units of (A, B, C):")
for name, value in intrinsic.items():
    print(f"  {name}: {show(value)}")
print("cation fractional coordinates, tetragonal cell:")
for row in cat_t:
    print("  " + show(row))
print("oxygen fractional coordinates, tetragonal cell:")
for row in ox_t:
    print("  " + show(row))
print(f"stripes: operations per cubic cell = {len(stripe_ops)}")
print(f"stripes: point-group order = {len(stripe_ops)//2}")
print(f"planes: operations per cubic cell = {len(plane_ops)}")
print(f"d = a/4: operations per cubic cell = {len(special_ops)}")
print(f"d = a/4: translations per cubic cell = {n_translations(special_ops)}")
print(f"free internal coordinates: fluorite {free_c[0]:.0f}, "
      f"displaced {free_t[0]:.0f}")
print(f"free strains: fluorite {free_c[1]:.0f}, displaced {free_t[1]:.0f}")
print("spring constants (model units): M-O 1.0, O-O near 0.7, "
      "O-O diagonal 0.3, M-M 0.4")
print(f"spring-model mode curvature = {curvature:.4f} model units")
print(f"M-O bond, fluorite = {bond_cubic:.4f} bohr (8 bonds)")
print(f"M-O bond, short = {bonds[0]:.4f} bohr (4 bonds)")
print(f"M-O bond, long = {bonds[-1]:.4f} bohr (4 bonds)")
print(f"|F_O| at cubic (1,1,0) = {abs(amplitude((1, 1, 0), oxy_t)):.4f}")
print(f"|F_O| at cubic (1,1,2) = {abs(amplitude((1, 1, 2), oxy_t)):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
cubic edge a = 10.000 bohr
column displacement d = 0.500 bohr; d/a = 0.050
primitive volume, fluorite = 250.0 bohr^3
primitive volume, displaced = 500.0 bohr^3
volume ratio = 2.0
tetragonal edge a_t = 7.0711 bohr
tetragonal edge c = 10.0000 bohr
operations per cubic cell, fluorite = 192
operations per cubic cell, displaced = 32
operations modulo tetragonal lattice = 16
operations fixing the cation at the cubic origin = 8
intrinsic translations in units of (A, B, C):
  fourfold about z: (0.000, 0.000, 0.500)
  mirror normal to z: (0.500, -0.500, 0.000)
  mirror normal to A: (0.000, 0.000, 0.000)
  mirror normal to cubic x: (0.000, 0.000, 0.500)
cation fractional coordinates, tetragonal cell:
  (0.250, 0.750, 0.250)
  (0.750, 0.250, 0.750)
oxygen fractional coordinates, tetragonal cell:
  (0.250, 0.250, 0.050)
  (0.250, 0.250, 0.550)
  (0.750, 0.750, 0.450)
  (0.750, 0.750, 0.950)
stripes: operations per cubic cell = 16
stripes: point-group order = 8
planes: operations per cubic cell = 32
d = a/4: operations per cubic cell = 64
d = a/4: translations per cubic cell = 4
free internal coordinates: fluorite 0, displaced 1
free strains: fluorite 1, displaced 2
spring constants (model units): M-O 1.0, O-O near 0.7, O-O diagonal 0.3, M-M 0.4
spring-model mode curvature = 3.7333 model units
M-O bond, fluorite = 4.3301 bohr (8 bonds)
M-O bond, short = 4.0620 bohr (4 bonds)
M-O bond, long = 4.6368 bohr (4 bonds)
|F_O| at cubic (1,1,0) = 0.0000
|F_O| at cubic (1,1,2) = 4.7023
ALL CHECKS PASSED
```
